# Idempotency and Purification of the Pseudo Density Operator with an Overlap, part 1

(Sections cited here and not found follow in the second part.)

## The condition, the polynomial and its rate

**Q.** A density operator for occupied orbitals should be a projector. In the projector augmented-wave (PAW) and ultrasoft methods one works with pseudo orbitals, which are not orthonormal. The operator built from them does not square to itself. What is left of idempotency?

**A.** The condition must be carried over from the all-electron orbitals, where it holds in its usual form. Let a linear map $T$ take pseudo orbitals to all-electron orbitals, $|\psi_i\rangle=T|\tilde\psi_i\rangle$. I work in a finite-dimensional space, such as a grid or a finite plane-wave set, and assume that $T$ is invertible. Then

$$\langle\psi_i|\psi_j\rangle=\langle\tilde\psi_i|T^\dagger T|\tilde\psi_j\rangle=\langle\tilde\psi_i|S|\tilde\psi_j\rangle,\qquad S=T^\dagger T .$$

Orthonormal all-electron orbitals therefore mean $\langle\tilde\psi_i|S|\tilde\psi_j\rangle=\delta_{ij}$. With occupations $f_i$ per spin orbital, define the pseudo density operator

$$K=\sum_i f_i|\tilde\psi_i\rangle\langle\tilde\psi_i| .$$

The all-electron density operator is

$$\rho=\sum_i f_i|\psi_i\rangle\langle\psi_i|=TKT^\dagger .$$

Its square contains $T^\dagger T$ in the middle:

$$\rho^2=TK\,T^\dagger T\,KT^\dagger=T\,KSK\,T^\dagger,\qquad \rho^2-\rho=T\,(KSK-K)\,T^\dagger .$$

Multiply the last equation by $T^{-1}$ from the left and by $(T^\dagger)^{-1}$ from the right. The left side vanishes if and only if

$$KSK=K .$$

The overlap stands between the two factors because the inner product of two pseudo orbitals must be taken with $S$.

**Q.** Is the difference between $KSK=K$ and $K^2=K$ of any size in practice?

**A.** It depends on how far $S$ is from the identity within the occupied space, since $KSK=K$ gives $K^2-K=K(1-S)K$. Here is a model in which $T$ is known explicitly. Three spinless, non-interacting electrons occupy the well $-6/\cosh^2 x$, in hartree with $x$ in bohr. The grid has 47 points with spacing 0.25 bohr, and a three-point formula gives the kinetic energy.

The two lowest eigenstates serve as partial waves $\phi_i$. Within 1 bohr of the centre they are replaced by smooth polynomials, $a+bx^2$ for the even one and $ax+bx^3$ for the odd one. Values at two grid points, 1.0 and 1.25 bohr, fix the coefficients. This gives $\tilde\phi_i$. The projectors $p_i$ are linear combinations of the functions $w\tilde\phi_j$, with the weight $w=(1-x^2)^2$ inside the region and zero outside, chosen so that $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$, and

$$T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i| .$$

The eigenvalues of $S=T^\dagger T$ run from 0.9991 to 3.5253. For the three occupied pseudo orbitals, $KSK-K$ vanishes to rounding error, about $10^{-15}$, whereas $K^2-K$ has spectral norm 0.21. Since a projector has norm one, the condition without $S$ is badly violated by a correct $K$.

**Q.** But a PAW calculation does not use $T^\dagger T$. It uses an overlap with a finite number of projectors. Does your argument survive?

**A.** Part of it does. The overlap in use is

$$S_{\rm tr}=1+\sum_{ij}|p_i\rangle\big(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\big)\langle p_j| .$$

Write $|\Delta_i\rangle=|\phi_i\rangle-|\tilde\phi_i\rangle$, which vanishes outside the augmentation region. Multiplying out $T^\dagger T$ gives

$$T^\dagger T=1+\sum_i|\Delta_i\rangle\langle p_i|+\sum_i|p_i\rangle\langle\Delta_i|+\sum_{ij}|p_i\rangle\langle\Delta_i|\Delta_j\rangle\langle p_j| .$$

Suppose that inside the region every pseudo function $f$ equals its expansion $\sum_j|\tilde\phi_j\rangle\langle p_j|f\rangle$. Then $\langle f|\Delta_i\rangle=\sum_j\langle f|p_j\rangle\langle\tilde\phi_j|\Delta_i\rangle$, and all three corrections take the form $|p_i\rangle(\cdots)\langle p_j|$ with the coefficient

$$\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\tilde\phi_j\rangle+\langle\Delta_i|\Delta_j\rangle=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle .$$

This follows from inserting $\phi_i=\tilde\phi_i+\Delta_i$ on the right. So $S_{\rm tr}=T^\dagger T$ for a complete expansion, and in general not otherwise.

The condition on $K$ does not need that equality. For any positive definite $S$ and $S$-orthonormal orbitals,

$$KSK=\sum_{ij}f_if_j|\tilde\psi_i\rangle\langle\tilde\psi_i|S|\tilde\psi_j\rangle\langle\tilde\psi_j|=\sum_i f_i^2|\tilde\psi_i\rangle\langle\tilde\psi_i| .$$

The orbitals are linearly independent, so $KSK=K$ if and only if each $f_i^2=f_i$, that is, $f_i$ is 0 or 1.

What is lost is the idempotency of the reconstructed operator $TKT^\dagger$. If $KS_{\rm tr}K=K$, then $\rho=TKT^\dagger=TKS_{\rm tr}KT^\dagger$, and

$$\rho^2-\rho=TK\,(T^\dagger T-S_{\rm tr})\,KT^\dagger .$$

In the model, take the three lowest solutions of $T^\dagger HT|\tilde\psi\rangle=\varepsilon S_{\rm tr}|\tilde\psi\rangle$, with $H$ the grid Hamiltonian. They are orthonormal with respect to $S_{\rm tr}$ and give a spectral norm of $5.5\times10^{-3}$ for this difference. This number reflects how well the expansion $\sum_j|\tilde\phi_j\rangle\langle p_j|$ represents the occupied orbitals inside the region, so it depends on the projectors as well as on the partial waves. A constant weight $w$ raises it to $9.6\times10^{-2}$. Adding the third eigenstate as a partial wave, smoothed like the first, lowers it to $1.2\times10^{-4}$. The Hamiltonian here is the untruncated $T^\dagger HT$; a PAW code truncates the Hamiltonian too. From here on $S$ is whichever positive definite overlap the calculation uses; the numerical results use $T^\dagger T$.

**Q.** You started from orbitals. If I am handed some Hermitian $K$ that satisfies $KSK=K$, do orbitals with occupations 0 and 1 exist behind it?

**A.** Yes. Because $S$ is positive definite, it has a Hermitian, invertible square root. Define

$$X=S^{1/2}KS^{1/2},\qquad X^2=S^{1/2}K\,S\,KS^{1/2} .$$

Hence $KSK=K$ is equivalent to $X^2=X$. Now $X$ is Hermitian, so it has orthonormal eigenvectors $|v_i\rangle$ with real eigenvalues $x_i$. Set $|\tilde\psi_i\rangle=S^{-1/2}|v_i\rangle$. Then

$$\langle\tilde\psi_i|S|\tilde\psi_j\rangle=\langle v_i|v_j\rangle=\delta_{ij},\qquad K=S^{-1/2}XS^{-1/2}=\sum_i x_i|\tilde\psi_i\rangle\langle\tilde\psi_i| .$$

This decomposition exists for every Hermitian $K$, and I call the $x_i$ its occupations. They are the eigenvalues of $KS$, since $KS|\tilde\psi_i\rangle=x_i|\tilde\psi_i\rangle$; the eigenvalues of $K$ alone have no such meaning. If $X^2=X$, each $x_i$ is 0 or 1.

Two consequences follow. The electron number

$$N=\operatorname{Tr}X=\operatorname{Tr}(KS)$$

is an integer, by cyclic invariance of the trace. Also $K=KSK=(S^{1/2}K)^\dagger(S^{1/2}K)$, so $K$ has no negative eigenvalue.

The condition describes integer occupations per spin orbital. A spin-summed closed-shell operator $K_2=2K$ obeys $K_2SK_2=4KSK=4K=2K_2$ instead. Thermal or smeared occupations violate the condition by construction. If $S$ had a zero or negative eigenvalue, a root that is both Hermitian and invertible would not be available and the argument would stop here.

**Q.** Suppose $K$ is nearly idempotent but not quite. Why repair it with $3KSK-2KSKSK$? The coefficients look arbitrary.

**A.** They are fixed by what the repair must do. A polynomial $p$ applied to $X$ keeps its eigenvectors and changes each occupation from $x$ to $p(x)$. Good occupations must stay where they are, so $p(0)=0$ and $p(1)=1$. Small errors about them must disappear at first order, so $p'(0)=p'(1)=0$. A non-constant polynomial whose derivative has two zeros has degree at least three. Take

$$p(x)=b_0+b_1x+b_2x^2+b_3x^3 .$$

The conditions at $x=0$ give $b_0=0$ and $b_1=0$. Those at $x=1$ give $b_2+b_3=1$ and $2b_2+3b_3=0$. Subtracting twice the first from the second gives $b_3=-2$, and then $b_2=3$. Thus

$$p(x)=3x^2-2x^3$$

is the unique cubic with these properties. To return to $K$, use

$$X^2=S^{1/2}\,KSK\,S^{1/2},\qquad X^3=S^{1/2}\,KSKSK\,S^{1/2},$$

and multiply $X'=3X^2-2X^3$ by $S^{-1/2}$ on both sides:

$$K'=3KSK-2KSKSK .$$

The square root was needed for the proof and has dropped out of the formula. Each term reads the same backwards, so $K'$ is Hermitian if $K$ is.

**Q.** Vanishing slopes suggest quadratic convergence. I want the actual error, with its constant.

**A.** First the target. Provided no occupation equals $1/2$, let

$$P=\sum_{x_i>1/2}|\tilde\psi_i\rangle\langle\tilde\psi_i|,\qquad PSP=P .$$

I call it the spectral projector of $K$, in the sense of the metric $S$. Measure operators by

$$\|A\|_S=\|S^{1/2}AS^{1/2}\| ,$$

with the largest absolute eigenvalue on the right for Hermitian $A$. Since $K$ and $P$ share their orbitals, $\|K-P\|_S$ is the largest distance of an occupation from its target.

For a target of 0, put $x=\delta$; then $p=3\delta^2-2\delta^3$. For a target of 1, put $x=1+\delta$:

$$p=(1+\delta)^2\big(3-2-2\delta\big)=(1+2\delta+\delta^2)(1-2\delta)=1-3\delta^2-2\delta^3 .$$

In both cases the linear term is absent and the leading coefficient has magnitude 3. If all occupations lie in $[0,1]$, the distance is $e=\delta$ at the lower end and $e=-\delta$ at the upper end. Both formulas then give

$$e'=e^2(3-2e) .$$

The derivative of the right side is $6e(1-e)\ge0$, so the largest distance remains the largest, and the recursion holds for $e=\|K-P\|_S$ itself. Dropping the negative term gives $3e'\le(3e)^2$, and by repetition

$$3e_n\le(3e_0)^{2^n}.$$

This is a useful bound when $e_0<1/3$. For an occupation outside $[0,1]$, the distance obeys $e'=e^2(3+2e)$, with the same limiting constant.

**Q.** Could I detect quadratic convergence by watching $e'/e^2$?

**A.** Only together with $e$. In the purification run treated in the second half, this ratio is 2.01 at the first step, while the error merely falls from 0.4953 to 0.4930. The formula explains it: for $e$ near $1/2$ the ratio $3-2e$ is near 2, and $2e^2$ is then nearly $e$ itself. Later the error falls from $6.54\times10^{-2}$ to $1.23\times10^{-2}$, then to $4.47\times10^{-4}$ and $6.0\times10^{-7}$. The ratios are 2.869, 2.975 and 2.999, approaching 3 as derived.

**Q.** In a real calculation I do not know $P$. What can I monitor?

**A.** The defect

$$D=K-KSK,$$

whose occupations are $d=x(1-x)$. To find its recursion, factor $p=x^2(3-2x)$ and check that

$$(1-x)^2(1+2x)=(1-2x+x^2)(1+2x)=1-3x^2+2x^3=1-p .$$

Therefore

$$d'=p(1-p)=x^2(1-x)^2(3-2x)(1+2x).$$

The last two factors multiply to $3+4x-4x^2=3+4d$, so

$$d'=3d^2+4d^3,\qquad D'=3DSD+4DSDSD .$$

The operator form follows from the same translation as before. It was tested on a random complex Hermitian $K$.

For occupations in $[0,1]$ one has $d=e(1-e)$ with $0\le e\le1/2$, hence $d\le e\le2d$. The defect therefore bounds the unknown error from both sides. Its largest value is $d=1/4$ at $x=1/2$, where the recursion returns $3/16+4/64=1/4$: an occupation of one half does not move. A small defect shows that $K$ is close to some idempotent operator. It does not show that this operator is the one wanted.

## The basin, the limit reached and the ground state

**Q.** Before you go on, which results are you carrying over?

**A.** $S$ is the positive definite overlap, and $K=\sum_ix_i|\tilde\psi_i\rangle\langle\tilde\psi_i|$ is a Hermitian operator with $S$-orthonormal orbitals and occupations $x_i$. Idempotency is $KSK=K$. The step $K'=3KSK-2KSKSK$ changes each occupation to $p(x)=3x^2-2x^3$. The spectral projector $P$ of $K$ keeps the orbitals with $x_i>1/2$. The error $e=\|K-P\|_S$ obeys $e'=e^2(3-2e)$ when all occupations lie in $[0,1]$.

**Q.** That is a local statement. From how far away does the iteration still find $P$?

**A.** The map is symmetric about $x=1/2$, so measure from there: $s=2x-1$, with targets $s=\pm1$. Insert $x=(1+s)/2$ into $p=x^2(3-2x)$:

$$s'=2p-1=\frac{(1+s)^2(2-s)}{2}-1=\frac{2+3s-s^3}{2}-1=\frac{s(3-s^2)}{2}.$$

The map is odd in $s$, so it is enough to follow $s>0$. Let $0<s<\sqrt3$. Then $s'>0$, and

$$1-s'=\frac{2-3s+s^3}{2}=\frac{(1-s)^2(2+s)}{2}\ge0 .$$

After one step the value lies in $(0,1]$ with its sign unchanged. From then on

$$s'-s=\frac{s(1-s^2)}{2}\ge0 ,$$

so the sequence increases and is bounded by 1. Its limit is a positive fixed point, and $s(1-s^2)=0$ leaves only $s=1$. Once the distance from the target is below $1/3$, the quadratic bound applies.

For $-\sqrt3<s<0$ the limit is $-1$ by oddness. There are finitely many occupations, so the operator converges when each of them does. The condition for every occupation is thus

$$\frac{1-\sqrt3}{2}<x<\frac{1+\sqrt3}{2},\qquad x\ne\frac12 ,$$

or $-0.366<x<1.366$ in numbers. Those below one half go to 0 and those above go to 1. Overshooting the physical range $[0,1]$ by less than 0.366 does not change the limit, but near the edge it costs steps: $x=1.366$ is mapped to 0.50008 and needs 27 steps to come within $10^{-10}$ of 1, against 5 steps for $x=1.1$.

Idempotency for pseudo orbitals reads $KSK=K$, and the purification step restores it with quadratic convergence to the spectral projector of $K$, provided every occupation lies between $-0.366$ and $1.366$ and none equals one half. Still to come are a criterion that does not require the occupations, the behaviour outside this interval, and how to start so that the limit is the ground state.
